# Low-field mobility from a zero-field Monte Carlo simulation: verification in Python

```python
"""Zero-field Monte Carlo estimator of low-field mobility.

Result under test:
  mu = (e/kT) * (sum w / sum f0) * D,   w = f0*(1-f0),
  D  = E[(v_i/lam_i) * sum_{j<=i} v_j/lam_j] / E[1/lam_i],
for a field-free jump process with rates
  Shat(k,k') = S(k,k')*(1-f0(k')) + S(k',k)*f0(k').
f0: Fermi function; S: bare scattering rate; lam: total rate of Shat;
v: velocity component along the force; i, j: successive free flights.
The running sum is reset after events with an isotropic final state.
Channel units: nm, ps, eV; 1 nm^2/(V ps) = 0.01 cm^2/(V s).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.linalg import expm
from scipy.optimize import root
from scipy.special import expit

rng = np.random.default_rng(20240)

# ---------- 1. Small periodic band: nonlinear equation against response ----
n_k = 41
k_toy = 2*np.pi*np.arange(n_k)/n_k
e_toy, v_toy = -np.cos(k_toy), np.sin(k_toy)
kt_toy, ef_toy = 0.5, -0.3
f_toy = expit(-(e_toy - ef_toy)/kt_toy)
w_toy = f_toy*(1 - f_toy)
noise = rng.random((n_k, n_k))
base = 1 + 0.8*np.cos(k_toy[:, None] - k_toy) + 0.5*(noise + noise.T)
S = base*np.exp((e_toy[:, None] - e_toy)/(2*kt_toy))/n_k
np.fill_diagonal(S, 0)
diff_k = k_toy[:, None] - k_toy
np.fill_diagonal(diff_k, 1.0)
sign = (-1.0)**(np.arange(n_k)[:, None] - np.arange(n_k))
derivative = 0.5*sign/np.sin(diff_k/2)
np.fill_diagonal(derivative, 0)


def residual(f, force):
    collision = (S.T @ f)*(1 - f) - f*(S @ (1 - f))
    out = force*(derivative @ f) - collision
    out[0] = f.sum() - f_toy.sum()      # fixes the particle number
    return out


force = 2e-3
currents = []
for signed_force in (force, -force):
    sol = root(residual, f_toy, args=(signed_force,), tol=1e-12)
    assert np.max(np.abs(residual(sol.x, signed_force))) < 1e-9
    currents.append(v_toy @ sol.x)
mu_nonlinear = (currents[0] - currents[1])/(2*force*f_toy.sum())

S_hat = S*(1 - f_toy) + S.T*f_toy
flow = w_toy[:, None]*S_hat
assert np.allclose(flow, flow.T, rtol=1e-10, atol=1e-14)
assert np.allclose(S_hat, S*(1 - f_toy)/(1 - f_toy)[:, None], rtol=1e-10)
lam_toy = S_hat.sum(axis=1)
L_toy = np.diag(lam_toy) - S_hat
h_toy = np.linalg.lstsq(L_toy, v_toy, rcond=None)[0]
mu_response = w_toy @ (v_toy*h_toy)/(kt_toy*f_toy.sum())
assert abs(mu_response/mu_nonlinear - 1) < 1e-4

dt = 0.05
propagator = expm(-L_toy*dt)
state, correlation = v_toy.copy(), []
for _ in range(1601):
    correlation.append(w_toy @ (v_toy*state))
    state = propagator @ state
mu_correlation = simpson(correlation, dx=dt)/(kt_toy*f_toy.sum())
assert abs(mu_correlation/mu_response - 1) < 1e-5

jump = S_hat/lam_toy[:, None]
term, total = v_toy/lam_toy, np.zeros(n_k)
for _ in range(600):
    total += term
    term = jump @ term
p_event = w_toy*lam_toy/(w_toy @ lam_toy)
D_jump = (p_event @ (v_toy/lam_toy*total))/(p_event @ (1/lam_toy))
mu_jump = D_jump*w_toy.sum()/(kt_toy*f_toy.sum())
assert abs(mu_jump/mu_response - 1) < 1e-8

S_tag = S*(1 - f_toy)
L_tag = np.diag(S_tag.sum(axis=1)) - S_tag
h_tag = np.linalg.lstsq(L_tag, v_toy, rcond=None)[0]
mu_tag_toy = f_toy @ (v_toy*h_tag)/(kt_toy*f_toy.sum())
assert abs(mu_tag_toy/mu_nonlinear - 1) > 0.02

# ---------- 2. Quantum-well channel, rough InGaAs parameters ---------------
q_e = const.e
HBAR = const.hbar/q_e*1e12                       # eV ps
H2M0 = const.hbar**2/const.m_e/q_e*1e18          # eV nm^2
COUL = q_e/(4*np.pi*const.epsilon_0)*1e9         # eV nm
temperature = 300.0
kT = const.k*temperature/q_e
mass0, width, n_s = 0.05, 10.0, 0.01             # m_e, nm, nm^-2
hw, eps_s, eps_inf = 0.033, 13.9, 11.6
x_in, lattice, alloy_u = 0.53, 0.587, 0.5        # -, nm, eV
deform, density, sound = 7.0, 5500.0, 4300.0     # eV, kg/m^3, m/s
alpha = 1.2                                      # 1/eV, sizing only
stiffness = density*sound**2/q_e*1e-27           # eV/nm^3
n_ph = 1/np.expm1(hw/kT)
alloy_part = x_in*(1 - x_in)*lattice**3/4*alloy_u**2
acoustic_part = deform**2*kT/stiffness
theta = (np.arange(400) + 0.5)*np.pi/400
cos_theta = np.cos(theta)


def form_factor(q):
    u = q*width
    b = 4*np.pi**2 + u*u
    return (3*u + 8*np.pi**2/u + 32*np.pi**4*np.expm1(-u)/(u*u*b))/b


# form factor from its definition: overlap in z, then integral over qz
z_nodes, z_weights = np.polynomial.legendre.leggauss(100)
qz = np.arange(0, 80.01, 0.02)/width
rho = 2/width*np.cos(np.pi*z_nodes/2)**2*z_weights*width/2
overlap = np.cos(np.outer(qz, z_nodes*width/2)) @ rho
for q_test in (0.05, 0.2, 0.8):
    integrand = overlap**2/(q_test**2 + qz**2)
    value = 2*q_test/np.pi*np.sum(
        (integrand[1:] + integrand[:-1])/2)*(qz[1] - qz[0])
    assert abs(value/form_factor(q_test) - 1) < 1e-5


def kernel(q, screen=0.0):
    H = form_factor(q)
    return H*q/(q + screen*H)**2


def band(mass):
    h2m = H2M0/mass
    dos = 1/(np.pi*h2m)
    fermi = kT*np.log(np.expm1(n_s/(dos*kT)))
    iso = 1.5/width*(alloy_part + acoustic_part)/(h2m*HBAR)
    polar = 0.5*COUL*(1/eps_inf - 1/eps_s)*(hw/HBAR)/h2m
    return h2m, dos, fermi, iso, polar


def angular(energy, h2m, screen=0.0):
    """Angle integrals of the polar kernel between E and E + hw."""
    k1 = np.sqrt(2*energy/h2m)[..., None]
    k2 = np.sqrt(2*(energy + hw)/h2m)[..., None]
    g = kernel(np.sqrt(k1**2 + k2**2 - 2*k1*k2*cos_theta), screen)
    return 2*np.pi*g.mean(-1), 2*np.pi*(g*cos_theta).mean(-1)


def ladder_mobility(mass=mass0, screen=0.0, phonon=1.0, memory=1.0,
                    tagged=False, elastic=None, nodes=24, levels=16):
    """Deterministic solution; elastic(q) is area times |matrix element|^2."""
    h2m, dos, fermi, iso, polar = band(mass)
    x, wx = np.polynomial.legendre.leggauss(nodes)
    s, ws = (x + 1)/2, wx/2
    E = hw*(s[:, None]**2 + np.arange(levels))
    f, hole = expit((fermi - E)/kT), expit((E - fermi)/kT)
    k = np.sqrt(2*E/h2m)
    v = h2m*k/HBAR
    J0, J1 = angular(E[:, :-1], h2m, screen)
    start = np.ones_like(hole) if tagged else hole
    up = phonon*polar*n_ph*hole[:, 1:]/start[:, :-1]
    down = phonon*polar*(n_ph + 1)*hole[:, :-1]/start[:, 1:]
    M = np.zeros((nodes, levels, levels))
    a = np.arange(levels)
    M[:, a, a] = iso*(hole if tagged else 1.0)
    M[:, a[:-1], a[:-1]] += up*J0
    M[:, a[1:], a[1:]] += down*J0
    M[:, a[:-1], a[1:]] -= memory*up*J1
    M[:, a[1:], a[:-1]] -= memory*down*J1
    if elastic is not None:
        q = 2*k[..., None]*np.sin(theta/2)
        M[:, a, a] += (elastic(q)*(1 - cos_theta)).mean(-1)/(h2m*HBAR)
    g = np.linalg.solve(M, v[..., None])[..., 0]
    weight = f if tagged else f*hole
    integral = np.sum((2*hw*s*ws)[:, None]*weight*0.5*v*g)
    return 0.01*dos*integral/(kT*n_s)


h2m, dos, fermi, iso, polar = band(mass0)
f_bottom = expit(fermi/kT)
mu_det = ladder_mobility()
assert abs(ladder_mobility(nodes=40, levels=22)/mu_det - 1) < 1e-4
drude = 0.01*h2m/(HBAR**2*iso)
assert abs(ladder_mobility(phonon=0.0)/drude - 1) < 1e-4
mu_out = ladder_mobility(memory=0.0)
mu_tag = ladder_mobility(tagged=True)

# ---------- 3. Zero-field Monte Carlo --------------------------------------
root_e = np.linspace(0, np.sqrt(1.2), 3000)
J_table = angular(root_e**2, h2m)[0]


def phonon_rates(E):
    hole = expit((E - fermi)/kT)
    up = polar*n_ph*np.interp(np.sqrt(E), root_e, J_table)
    up = up*expit((E + hw - fermi)/kT)/hole
    lower = np.maximum(E - hw, 0)
    down = polar*(n_ph + 1)*np.interp(np.sqrt(lower), root_e, J_table)
    down = down*expit((lower - fermi)/kT)/hole
    return up, np.where(E > hw, down, 0.0)


walkers, events = 20000, 200
u = 1 - rng.random(12*walkers)
E = np.maximum(fermi + kT*np.log(1/(u*f_bottom) - 1), 0)
lam = sum(phonon_rates(E)) + iso
E = E[rng.random(E.size)*lam.max() < lam][:walkers]
assert E.size == walkers
phi = 2*np.pi*rng.random(walkers)
W, W_time = np.zeros((2, walkers)), np.zeros((2, walkers))
num, den, num_first = np.zeros((3, walkers))
num_time, den_time, num_wrong = np.zeros((3, walkers))
late_energy = late_time = 0.0
iso_events = 0
for step in range(events):
    up, down = phonon_rates(E)
    lam = up + down + iso
    direction = np.array([np.cos(phi), np.sin(phi)])
    speed = np.sqrt(2*E*h2m)/HBAR
    d = direction*speed/lam
    W += d
    num += 0.5*np.sum(d*W, axis=0)
    num_first += 0.5*np.sum(d*d, axis=0)
    den += 1/lam
    tau = rng.exponential(size=walkers)/lam
    d = direction*speed*tau
    num_time += 0.5*np.sum(d*(W_time + 0.5*d), axis=0)
    num_wrong += 0.5*np.sum(d*(W_time + d), axis=0)
    W_time += d
    den_time += tau
    if step >= events//2:
        late_energy += np.sum(E/lam)
        late_time += np.sum(1/lam)
    pick = rng.random(walkers)*lam
    is_up = pick < up
    is_iso = pick >= up + down
    E_new = np.where(is_up, E + hw, np.where(is_iso, E, E - hw))
    E_new = np.maximum(E_new, 0)
    iso_events += is_iso.sum()
    phi[is_iso] = 2*np.pi*rng.random(is_iso.sum())
    W[:, is_iso] = 0
    W_time[:, is_iso] = 0
    todo = np.flatnonzero(~is_iso)
    k1, k2 = np.sqrt(2*E/h2m), np.sqrt(2*E_new/h2m)
    top = kernel(np.abs(k1 - k2) + 1e-6*is_iso + 1e-12)
    while todo.size:
        turn = np.pi*(2*rng.random(todo.size) - 1)
        q = np.sqrt(k1[todo]**2 + k2[todo]**2
                    - 2*k1[todo]*k2[todo]*np.cos(turn))
        ok = rng.random(todo.size)*top[todo] < kernel(q)
        phi[todo[ok]] += turn[ok]
        todo = todo[~ok]
    E = E_new

einstein = f_bottom/np.log1p(np.exp(fermi/kT))
to_mu = 0.01*einstein/kT


def ratio(top_sum, bottom_sum):
    value = top_sum.sum()/bottom_sum.sum()
    spread = np.std(top_sum - value*bottom_sum, ddof=1)
    return to_mu*value, to_mu*spread/(bottom_sum.mean()*np.sqrt(walkers))


mu_mc, se_mc = ratio(num, den)
mu_first, se_first = ratio(num_first, den)
mu_time, se_time = ratio(num_time, den_time)
mu_wrong, se_wrong = ratio(num_wrong, den_time)
assert se_mc/mu_mc < 0.01 and abs(mu_mc - mu_det) < 4*se_mc
assert abs(mu_first - mu_out) < 4*se_first + 1e-3*mu_out
assert abs(mu_time - mu_det) < 4*se_time
assert abs(mu_wrong - mu_det - mu_out) < 4*se_wrong
energy_mc = late_energy/late_time
weight = lambda e: expit((fermi-e)/kT)*expit((e-fermi)/kT)
energy_w = quad(lambda e: e*weight(e), 0, 1.2)[0]/quad(weight, 0, 1.2)[0]
assert abs(energy_mc/energy_w - 1) < 0.01

# ---------- 4. Neglected effects and finite-field sampling burden ----------
E1 = 0.5*h2m*(np.pi/width)**2
upper_fraction = dos*kT*np.log1p(np.exp((fermi - 3*E1)/kT))/n_s
q_screen = 2*np.pi*COUL/eps_s*dos*f_bottom
mass_np = mass0*(1 + 2*alpha*energy_w)
mu_np = ladder_mobility(mass=mass_np)
mu_screen = ladder_mobility(screen=q_screen)
q_typical = np.sqrt(2*hw/h2m)
plasmon = np.sqrt(n_s*2*np.pi*COUL/eps_s*q_typical*h2m)
rough_height, rough_length, donor_distance = 0.3, 5.0, 10.0
slope = 2*E1/width
mu_rough = ladder_mobility(elastic=lambda q: np.pi*(
    slope*rough_height*rough_length)**2*np.exp(-(q*rough_length)**2/4))
mu_donor = ladder_mobility(elastic=lambda q: n_s*(
    2*np.pi*COUL/eps_s/(q + q_screen))**2*np.exp(-2*q*donor_distance))
mean_rate = walkers*events/den.sum()
f_energy = quad(lambda e: e*expit((fermi - e)/kT), 0, 1.2)[0]*dos/n_s
v_rms = np.sqrt(f_energy*h2m)/HBAR*1e5           # cm/s, one component
v_drift = mu_det*100.0                           # cm/s at 100 V/cm
samples = (v_rms/(0.01*v_drift))**2

print(f"Toy mobility, nonlinear equation: {mu_nonlinear:.6f} (model units)")
print(f"Toy mobility, response formula: {mu_response:.6f} (model units)")
print(f"Toy mobility, time integral: {mu_correlation:.6f} (model units)")
print(f"Toy mobility, jump sum: {mu_jump:.6f} (model units)")
print(f"Toy mobility, tagged electron: {mu_tag_toy:.6f} (model units)")
print(f"Temperature: {temperature:.0f} K; kT: {kT*1e3:.2f} meV")
print(f"Mass: {mass0:.3f} m_e; well width: {width:.0f} nm")
print(f"Sheet density: {n_s*1e14:.1e} cm^-2")
print(f"Phonon energy: {hw*1e3:.0f} meV; occupation: {n_ph:.4f}")
print(f"Permittivities: static {eps_s}, high-frequency {eps_inf}")
print(f"In fraction: {x_in}; lattice constant: {lattice} nm")
print(f"Alloy potential: {alloy_u} eV; deformation potential: {deform} eV")
print(f"Mass density: {density:.0f} kg/m^3; sound speed: {sound:.0f} m/s")
print(f"Fermi level above subband edge: {fermi*1e3:.2f} meV")
print(f"Occupation at subband edge: {f_bottom:.4f}")
print(f"Einstein factor sum w/sum f0: {einstein:.4f}")
print(f"Isotropic elastic rate: {iso:.4f} ps^-1")
print(f"Polar rate prefactor: {polar:.4f} ps^-1 nm^-1")
print(f"Time-averaged total modified rate: {mean_rate:.3f} ps^-1")
print(f"Walkers: {walkers}; events per walker: {events}")
print(f"Isotropic share of events: {iso_events/(walkers*events):.4f}")
print(f"Mean energy, Monte Carlo: {energy_mc*1e3:.2f} meV")
print(f"Mean energy, weight w: {energy_w*1e3:.2f} meV")
print(f"Mobility, deterministic: {mu_det:.1f} cm2/Vs")
print(f"Mobility, Monte Carlo: {mu_mc:.1f} +/- {se_mc:.1f} cm2/Vs")
print(f"Mobility, random times: {mu_time:.1f} +/- {se_time:.1f} cm2/Vs")
print(f"Mobility, half factor omitted: {mu_wrong:.1f} cm2/Vs")
print(f"First-flight mobility, Monte Carlo: {mu_first:.1f} cm2/Vs")
print(f"First-flight mobility, deterministic: {mu_out:.1f} cm2/Vs")
print(f"Tagged-electron value: {mu_tag:.1f} cm2/Vs")
print(f"Isotropic scattering alone: {drude:.1f} cm2/Vs")
print(f"Rms velocity component: {v_rms:.3e} cm/s")
print(f"Drift velocity at 100 V/cm: {v_drift:.3e} cm/s")
print(f"Independent samples for 1% at 100 V/cm: {samples:.2e}")
print(f"Subband edge E1: {E1*1e3:.1f} meV; E2-E1: {3*E1*1e3:.1f} meV")
print(f"Second-subband/first-subband density: {upper_fraction:.2e}")
print(f"Nonparabolicity: {alpha} eV^-1; sizing mass: {mass_np:.4f} m_e")
print(f"Mobility with sizing mass: {mu_np:.1f} cm2/Vs")
print(f"Static screening wavenumber: {q_screen:.4f} nm^-1")
print(f"Mobility with static polar screening: {mu_screen:.1f} cm2/Vs")
print(f"Typical q: {q_typical:.4f} nm^-1; plasmon: {plasmon*1e3:.1f} meV")
print(f"Roughness height: {rough_height} nm; length: {rough_length} nm")
print(f"Mobility with roughness added: {mu_rough:.1f} cm2/Vs")
print(f"Donor plane to well centre: {donor_distance:.0f} nm")
print(f"Mobility with remote donors added: {mu_donor:.1f} cm2/Vs")
print(f"Collision broadening hbar*rate: {HBAR*mean_rate*1e3:.2f} meV")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Toy mobility, nonlinear equation: 0.528964 (model units)
Toy mobility, response formula: 0.528968 (model units)
Toy mobility, time integral: 0.528968 (model units)
Toy mobility, jump sum: 0.528968 (model units)
Toy mobility, tagged electron: 2.286641 (model units)
Temperature: 300 K; kT: 25.85 meV
Mass: 0.050 m_e; well width: 10 nm
Sheet density: 1.0e+12 cm^-2
Phonon energy: 33 meV; occupation: 0.3870
Permittivities: static 13.9, high-frequency 11.6
In fraction: 0.53; lattice constant: 0.587 nm
Alloy potential: 0.5 eV; deformation potential: 7.0 eV
Mass density: 5500 kg/m^3; sound speed: 4300 m/s
Fermi level above subband edge: 43.46 meV
Occupation at subband edge: 0.8431
Einstein factor sum w/sum f0: 0.4552
Isotropic elastic rate: 0.7693 ps^-1
Polar rate prefactor: 0.3379 ps^-1 nm^-1
Time-averaged total modified rate: 7.286 ps^-1
Walkers: 20000; events per walker: 200
Isotropic share of events: 0.1056
Mean energy, Monte Carlo: 56.81 meV
Mean energy, weight w: 56.79 meV
Mobility, deterministic: 9422.0 cm2/Vs
Mobility, Monte Carlo: 9375.0 +/- 19.6 cm2/Vs
Mobility, random times: 9335.5 +/- 24.4 cm2/Vs
Mobility, half factor omitted: 13978.9 cm2/Vs
First-flight mobility, Monte Carlo: 4653.4 cm2/Vs
First-flight mobility, deterministic: 4650.4 cm2/Vs
Tagged-electron value: 26604.7 cm2/Vs
Isotropic scattering alone: 45724.5 cm2/Vs
Rms velocity component: 3.761e+07 cm/s
Drift velocity at 100 V/cm: 9.422e+05 cm/s
Independent samples for 1% at 100 V/cm: 1.59e+07
Subband edge E1: 75.2 meV; E2-E1: 225.6 meV
Second-subband/first-subband density: 4.70e-04
Nonparabolicity: 1.2 eV^-1; sizing mass: 0.0568 m_e
Mobility with sizing mass: 7714.9 cm2/Vs
Static screening wavenumber: 0.1146 nm^-1
Mobility with static polar screening: 12026.0 cm2/Vs
Typical q: 0.2081 nm^-1; plasmon: 45.4 meV
Roughness height: 0.3 nm; length: 5.0 nm
Mobility with roughness added: 8551.5 cm2/Vs
Donor plane to well centre: 10 nm
Mobility with remote donors added: 8938.5 cm2/Vs
Collision broadening hbar*rate: 4.80 meV
ALL CHECKS PASSED
```
